Magnetic neutron scattering: the transverse magnetization and the dipole form factor

**Q:** A neutron is uncharged. What does it measure when it scatters from electrons, and under what assumptions?

**A:** It has a magnetic moment, which feels the magnetic field B of the electrons. Write

μ_n = −γμ_N σ, V(r) = −μ_n·B(r),

with σ the neutron's Pauli matrices, μ_N = eħ/2m_p the nuclear magneton and γ = 1.913. I use SI units, e > 0, and treat V in first Born approximation. The target is heavy and fixed, and nuclear scattering and the coupling to electric fields are left out.

The neutron goes from wave vector k to k′, and the target from state λ to λ′. Define κ = k − k′ and ħω = E − E′, the energy lost by the neutron. Plane waves in a box of volume Y give the matrix element V(κ)/Y, where

V(κ) = ∫ e^{iκ·r} V(r) d³r.

The golden rule contains 2π/ħ, the squared matrix element and the number of final states. Since E′ = ħ²k′²/2m_n, that number is

Y k′² dk′ dΩ/(2π)³ = Y m_n k′ dE′ dΩ/(8π³ħ²).

Dividing the rate by the incident flux ħk/(m_nY) cancels Y:

d²σ/dΩdE′ = (k′/k)(m_n/2πħ²)² |⟨σ′λ′|V(κ)|σλ⟩|² δ(ħω + E_λ − E_λ′).

This is still to be summed over final states and averaged over initial ones.

**Q:** You need B everywhere, including inside the electron cloud. Why should the answer contain just part of the magnetization?

**A:** Because B has no divergence. Let j be the electronic current density. Integration by parts turns ∇ into −iκ under the transform, so

−iκ×B(κ) = μ0 j(κ), κ·B(κ) = 0.

The displacement current has been dropped. Its longitudinal part cancels any longitudinal part of j and would vanish in the next step anyway; its transverse part is negligible when ω ≪ cκ, as it is here.

Take the cross product with the unit vector κ̂. Since κ̂·B = 0,

κ̂×(κ×B) = κ[κ̂(κ̂·B) − B] = −κB.

The left side of the field equation becomes iκB, and therefore

B(κ) = −(iμ0/κ) κ̂×j(κ).

If the current is written as j = ∇×M, then j(κ) = −iκ×M(κ), and

B(κ) = −(iμ0/κ)(−iκ) κ̂×(κ̂×M)
= −μ0 κ̂×(κ̂×M)
= μ0[M − κ̂(κ̂·M)]
≡ μ0 M⊥(κ).

The component of M(κ) along κ has dropped out.

**Q:** That looks like vector algebra. What happens physically to the longitudinal part?

**A:** Consider M = ẑ M₀ cos(κz). Its curl is zero, so it carries no current and makes no B. In terms of H = B/μ0 − M, the field H cancels M at every point. The neutron moment couples to B and finds nothing.

The statement concerns the Fourier component M(κ), not the direction of M at one point. It also depends on including the field inside the magnetized matter. The numerical check computes B in real space for a smooth magnetization and transforms it numerically, with κ along z. In units of the total moment, M(κ) has x and z components 0.2207 and 0.2943; B(κ)/μ0 has 0.2207 and 0.0000.

**Q:** What sets the strength of the scattering?

**A:** Electron moments are antiparallel to their angular momenta, so I define a dimensionless operator Q by M = −2μ_B Q, with μ_B = eħ/2m_e. Then

V(κ) = −μ_n·μ0M⊥ = γμ_Nμ0 σ·(−2μ_B Q⊥) = −2γμ0μ_Nμ_B σ·Q⊥.

The overall sign disappears on squaring. The length multiplying σ·Q⊥ has magnitude

r_m = (m_n/2πħ²)·2γμ0·(eħ/2m_p)(eħ/2m_e)
= γ (μ0e²/4πm_e)(m_n/m_p)
= γr₀ m_n/m_p,

where r₀ = μ0e²/4πm_e = 2.818 fm is the classical electron radius. Numerically γr₀ = 5.391 fm and r_m = 5.398 fm. The mass ratio, 1.00138, may be set to one when this accuracy is not needed.

**Q:** And the neutron spin?

**A:** For an unpolarized beam, average over two initial spin states and sum over the final ones. The identity ½Tr(σ_aσ_b) = δ_ab gives

½ Σ_{σσ′} |⟨σ′λ′|σ·Q⊥|σλ⟩|² = Σ_a |⟨λ′|Q⊥a|λ⟩|².

The transverse projector P_ab = δ_ab − κ̂_aκ̂_b is symmetric and satisfies P² = P, so the two projectors combine into one. With p_λ the initial probabilities,

d²σ/dΩdE′ = (k′/k) r_m² Σ_{λλ′} p_λ Σ_{ab} (δ_ab − κ̂_aκ̂_b)
× ⟨λ|Q_a†|λ′⟩⟨λ′|Q_b|λ⟩ δ(ħω + E_λ − E_λ′).

This is the magnetic cross section. For several ions, Q is the sum of their contributions with phases e^{iκ·R}, R being the position of each nucleus.

**Q:** You have hidden the atom inside Q. What is Q for actual electrons, which both spin and orbit?

**A:** An electron spin s, in units of ħ, has moment −2μ_B s if its g-factor is taken as 2. Its contribution to Q is e^{iκ·r}s. The orbital current operator of one electron, at position r_i with momentum p, is

j(r) = −(e/2m_e)[p δ(r − r_i) + δ(r − r_i) p].

Corrections to the velocity from external fields and spin–orbit coupling are neglected. In the transform, moving p past e^{iκ·r_i} produces a term proportional to κ, and κ̂×κ = 0. Hence

κ̂×j(κ) = −(e/m_e) e^{iκ·r_i} κ̂×p.

The field formula gives M⊥ = −(i/κ)κ̂×j. Dividing by −2μ_B = −eħ/m_e yields the orbital term, and the sum over electrons is

Q⊥ = Σ_i e^{iκ·r_i}[κ̂×(s_i×κ̂) − (i/ħκ) κ̂×p_i].

**Q:** How does that complicated operator become a simple form factor?

**A:** By an approximation. Take an ion with one open shell, whose electrons share a radial function R(r) and orbital quantum number l. Define

⟨j_n⟩ = ∫₀^∞ R²(r) j_n(κr) r² dr,

where j_n with a subscript is a spherical Bessel function. Position is now measured from the nucleus. Expand the plane wave with Legendre polynomials P_n:

e^{iκ·r} = Σ_n (2n + 1) iⁿ j_n(κr) P_n(κ̂·r̂).

In the spin part, parity removes odd n between states of the same shell; in the orbital part, where the odd operator p also appears, it removes even n instead. For the spin part, I keep n = 0, the spherical density, and drop the rest. Summed over electrons, this leaves

Q_S = ⟨j0⟩ S.

**Q:** Can you simply use the same ⟨j0⟩ for the orbital part?

**A:** No, because the neutron sees a circulating current, and its distribution must be found. I keep the part of the current that is a vector operator, that is, of rank 1, in the orbital space. By the Wigner–Eckart theorem its matrix elements in the shell are linear in the orbital angular momentum l, in units of ħ.

The vector fields linear in l are combinations of l, r(r·l) and l×r with radial coefficients. Within a shell of definite parity the current must change sign under r → −r. The first two do not, so

j(r) = c(r) l×r.

To find c(r), compute the angular integral of r×j in two ways. From the form just found,

∫ r×(l×r) c dΩ = c ∫ [r²l − r(r·l)] dΩ
= c r²(4π − 4π/3) l
= (8π/3) c r² l.

From the current operator, r×j(r) is −(e/2m_e) times the anticommutator of r_i×p = ħl with δ(r − r_i). Here r can be replaced by r_i next to the delta function, and a cross product pairs components of r_i and p that commute. After integration over directions the delta function is purely radial. It then commutes with l, and its matrix elements within the shell give R²(r). Thus

∫ r×j dΩ = −(eħ/m_e) R² l = −2μ_B R² l.

Equating the two results,

c(r) = −(3μ_B/4π) R²(r)/r².

**Q:** Then where does the second Bessel function come from?

**A:** From transforming this current. The n = 1 term of the plane wave gives

∫ e^{iκ·r} r̂ dΩ = 3i j1(κr)(4π/3)κ̂ = 4πi j1(κr) κ̂,

so that

j(κ) = l×κ̂ · 4πi ∫ c(r) r³ j1(κr) dr
= −3iμ_B l×κ̂ ∫ R² r j1(κr) dr.

Insert this in M⊥ = −(i/κ)κ̂×j and use κ̂×(l×κ̂) = l⊥:

M⊥ = −(i/κ)(−3iμ_B) l⊥ ∫ R² r j1(κr) dr
= −μ_B l⊥ ∫ R² r² [3j1(κr)/(κr)] dr.

The explicit Bessel functions are

j0(x) = sin x/x,
j1(x) = sin x/x² − cos x/x,
j2(x) = (3/x³ − 1/x) sin x − 3 cos x/x².

Adding the first and third gives 3 sin x/x³ − 3 cos x/x² = 3j1(x)/x. Dividing M by −2μ_B and summing over electrons,

Q_L = ½(⟨j0⟩ + ⟨j2⟩) L.

This equality is understood for the transverse components, which are all that the cross section uses.

There is a simple picture. A thin spherical shell of radius r transforms to j0(κr), while a uniformly filled ball of that radius, with unit total weight, transforms to 3j1(κr)/(κr). A uniformly magnetized ball has a surface current proportional to l×r̂, the pattern found above. The orbital moment therefore acts as magnetization filling the inside of each current shell. It is more compact than the spin density.

**Q:** Now combine them. Why should one scalar form factor be enough when L and S have different ones?

**A:** In general it is not enough. The sum is

Q = ⟨j0⟩S + ½(⟨j0⟩ + ⟨j2⟩)L = ½[⟨j0⟩(L + 2S) + ⟨j2⟩L].

If the ion stays within one multiplet of fixed L, S and J, however, both L and S are proportional to J. The Landé factor g is defined there by L + 2S = gJ. Because L + S = J,

S = (g − 1)J, L = J − S = (2 − g)J.

To evaluate g, square L = J − S to get 2S·J = J(J+1) + S(S+1) − L(L+1). The projection of S on J is S·J/[J(J+1)], so

g = 1 + [J(J+1) + S(S+1) − L(L+1)]/[2J(J+1)].

Substitution in Q gives

Q = ½[g⟨j0⟩ + (2 − g)⟨j2⟩]J = ½gF J,

F(κ) = ⟨j0⟩ + (2/g − 1)⟨j2⟩.

This is the dipole form factor. At κ = 0, ⟨j0⟩ = 1 and ⟨j2⟩ = 0, so F = 1. For L = 0, g = 2 and the ⟨j2⟩ term vanishes. If g = 0, F is undefined, but the expression for Q before division by g remains usable.

**Q:** Does the same formula hold for a transition-metal ion with g slightly above 2?

**A:** Not if its orbital moment is quenched by the crystal field. Then g is no longer a Landé factor. For an effective spin S with L + 2S ≈ gS, the small orbital moment induced by spin–orbit coupling is L ≈ (g − 2)S, and

Q ≈ ½gS[⟨j0⟩ + (1 − 2/g)⟨j2⟩].

This holds to first order in the spin–orbit coupling and within the same dipole approximation; in a crystal field the dropped terms can make the coefficient of ⟨j2⟩ depend on the direction of κ. The coefficient has the opposite sign for the same g. In both cases it is the ratio of L to L + 2S; what differs is how that ratio is related to g.

**Q:** You dropped terms without estimating them. Is F at least correct to order κ²?

**A:** Not in general. The n = 2 spin density is of order ⟨j2⟩, hence κ², just like the term that was kept. For one electron its vector part can be found. Take κ along z and a transverse component s_x. The dropped term is −5⟨j2⟩P2 s_x, where P2 = ½N_zz and

N_ab = 3r̂_ar̂_b − δ_ab, T_a = Σ_b N_ab s_b = 3r̂_a(r̂·s) − s_a.

N is symmetric and traceless, so the vector part of N_ab s_c must have the form

α(T_aδ_bc + T_bδ_ac − (2/3)δ_ab T_c).

Setting b = c and summing gives α(3 + 1 − 2/3)T_a = T_a, so α = 3/10. For a = b = z and c = x, only the last term survives and equals −T_x/5. Therefore P2 s_x → −T_x/10, and the omitted contribution to Q_x is +½⟨j2⟩T_x.

Within the multiplet T = tJ. Since r̂·l = 0, T·l = −l·s; since (r̂·s)² = 1/4 and s² = 3/4, T·s = 0. Hence

t = −⟨l·s⟩/[J(J+1)],

so the omitted term is ½t⟨j2⟩J. Writing the part of Q proportional to J as ½gF J again, the full coefficient of ⟨j2⟩ in F is 2/g − 1 + t/g.

There are also higher multipoles of J, from the remaining spin density and from orbital currents of higher rank. They are not described by F at all.

**Q:** Show me how much this matters in a case with numbers.

**A:** Take a model ion with one f electron, J = 5/2 and R ∝ r³e^{−ζr}, ζ = 8 Å⁻¹. Its rms radius is 0.593 Å. It does not represent a particular element. The Landé formula gives

g = 1 + (8.75 + 0.75 − 12)/17.5 = 0.857, 2/g − 1 = 1.333.

Also ⟨l·s⟩ = ½(8.75 − 12 − 0.75) = −2, so t = 2/8.75 = 0.229. The full vector coefficient is 1.333 + 0.229/0.857 = 1.600.

For a measurable cross section, let such ions be uncorrelated, with all states of the multiplet equally populated and their energy differences negligible. Then k′ = k, and the average of J_aJ_b is δ_ab J(J+1)/3. The transverse projector has trace 2, so each ion gives

dσ/dΩ = (2/3) r_m² J(J+1)(gF/2)².

With r_m² = 291.4 mb, the forward limit is

(2/3)(291.4)(8.75)(0.4286)² = 312 mb/sr.

At κ = 4 Å⁻¹, ⟨j0⟩ = 0.3630 and ⟨j2⟩ = 0.2105, so

F = 0.3630 + 1.333 × 0.2105 = 0.644,
dσ/dΩ = 312.2 × 0.644² = 129 mb/sr.

The program also integrates the full one-electron operator over the f orbitals, keeping transitions within the J = 5/2 multiplet. The results, in mb/sr, are:

κ = 0.2 Å⁻¹: dipole 311.5, full 311.7
κ = 2 Å⁻¹: dipole 251, full 263
κ = 4 Å⁻¹: dipole 129, full 155
κ = 6 Å⁻¹: dipole 42, full 64
κ = 8 Å⁻¹: dipole 8.6, full 21.5

Relative to the full result, the dipole value is about 5% low at 2 Å⁻¹, 17% low at 4 Å⁻¹ and 60% low at 8 Å⁻¹.

**Q:** Would correcting the coefficient of ⟨j2⟩ repair the formula?

**A:** At moderate κ it repairs most of the error in this model. At 4 Å⁻¹ the corrected form factor is 0.700, which gives 312.2 × 0.700² ≈ 153 mb/sr, against 155 for the full operator. At 8 Å⁻¹ it is 0.210, which gives about 14 mb/sr, against 21.5. Multipoles of different rank do not interfere in the average over the multiplet, so the remaining 8 mb/sr or so comes from the higher ones. There the scattering can no longer be represented by one form factor multiplying J.

Table of computed values

```
Field test: kappa along z, kappa*width = 2.0, mu0 = 1
  M(kappa) x, z (units of total moment): 0.2207  0.2943
  B(kappa) x, z (same units): 0.2207  0.0000
gamma (dimensionless): 1.91304
classical electron radius r0: 2.81794 fm
gamma r0: 5.3908 fm
m_n/m_p (dimensionless): 1.00138
r_m = gamma r0 m_n/m_p: 5.3983 fm
r_m^2: 291.41 mb
Model ion: l = 3, J = 2.5, zeta = 8.0 1/angstrom
rms radius: 0.5929 angstrom
Lande g: 0.85714 ; moment g J: 2.1429 mu_B
<l.s> (hbar^2): -2.0000 ; t: 0.22857
dipole coefficient 2/g - 1 of <j2>: 1.3333
full rank-1 coefficient of <j2>: 1.6000
forward cross section (kappa -> 0): 312.23 mb/sr
Columns: kappa (1/angstrom), <j0>, <j2>, F dipole, F full rank 1,
  dipole and full cross section (mb/sr), dipole/full - 1 (percent)
 0.2  0.99766  0.00094  0.99891  0.99916   311.55   311.70   -0.05
 2.0  0.78824  0.08097  0.89620  0.91779   250.77   263.18   -4.71
 4.0  0.36302  0.21049  0.64367  0.69980   129.36   154.96  -16.52
 6.0  0.05280  0.23672  0.36842  0.43154    42.38    63.95  -33.73
 8.0 -0.05505  0.16553  0.16565  0.20979     8.57    21.49  -60.14
```
